# Six Polarization States but Three Strain States in a Tetragonal Ferroelectric

## Definitions and conventions

The parent crystal is cubic with point group $m\bar3m$, which contains inversion. Below the transition it is tetragonal, with polarization $\mathbf P$ of magnitude $P_s$ along $\pm x$, $\pm y$ or $\pm z$, the cube edges. Strain $e_{ij}$ is small and measured from the cubic parent. The **spontaneous strain** is the strain of a uniform domain at zero field and zero stress. Tensile stress is positive.

Strain follows polarization by electrostriction:

$$e_{xx}=Q_{11}P_x^2+Q_{12}(P_y^2+P_z^2),\qquad 2e_{xy}=Q_{44}P_xP_y,$$

with the other components obtained by permuting the axes. The stress-free energy density is modelled by

$$f=\alpha\sum_iP_i^2+\beta\sum_iP_i^4+\gamma\sum_{i<j}P_i^2P_j^2,\qquad \alpha<0,\quad \gamma>2\beta>0 .$$

The claim to be refuted is this: six kinds of domain have six different shapes, so a mixture of any two kinds can relieve a misfit, and a uniform stress can select one direction of polarization, sign included.

## The counter-example

**The states.** Write $p=\sum_iP_i^2$ and $T=\sum_{i<j}P_i^2P_j^2$. Since $p^2=\sum_iP_i^4+2T$,

$$f=\alpha p+\beta p^2+(\gamma-2\beta)T .$$

The last term is never negative, and it vanishes when at most one component of $\mathbf P$ is nonzero. The lowest energy therefore lies on the cube axes. There $df/dp=\alpha+2\beta p=0$ gives $P_s^2=-\alpha/(2\beta)$, with either sign of $P$ on each of three axes: six states.

Take rounded parameters in the regime of room-temperature barium titanate: $\alpha=-1.75\times10^8$ J m/C², $\beta=1.3\times10^9$ and $\gamma=3.0\times10^9$ J m⁵/C⁴, $Q_{11}=0.10$ and $Q_{12}=-0.04$ m⁴/C². Then

$$P_s^2=\frac{1.75\times10^8}{2.6\times10^9}=0.0673\ \mathrm{C^2/m^4},\qquad P_s=25.9\ \mathrm{\mu C/cm^2}.$$

The strain along $\mathbf P$ is $c=Q_{11}P_s^2=0.673\%$, and across it $a=Q_{12}P_s^2=-0.269\%$. For both $+z$ and $-z$ the strain is $\mathrm{diag}(a,a,c)$, because only $P_z^2$ enters. The tetragonal strain is

$$s=c-a=(Q_{11}-Q_{12})P_s^2=0.942\%.$$

**Can opposite domains relieve misfit?** Clamp the crystal so that its average total strain is zero, as if it had to keep the parent's cubic shape. Hold the polarization of each domain fixed at its stress-free value, in direction as well as magnitude, and neglect wall thickness and edge effects. The elastic strain is total strain minus spontaneous strain, so its average is $-\bar e$, where $\bar e$ is the average spontaneous strain. The elastic energy is a convex quadratic function, so for a given average it is lowest when the elastic strain is uniform. This is possible if the domains fit together at their walls. The energy density is then

$$w=\tfrac12C_{11}(\bar e_{xx}^2+\bar e_{yy}^2+\bar e_{zz}^2)+C_{12}(\bar e_{xx}\bar e_{yy}+\bar e_{yy}\bar e_{zz}+\bar e_{zz}\bar e_{xx}).$$

Use $C_{11}=180$ GPa and $C_{12}=100$ GPa. For a single $+z$ domain, $\bar e=\mathrm{diag}(a,a,c)$. The sum of squares is $0.598\times10^{-4}$ and the sum of products is $-0.290\times10^{-4}$, so

$$w=(5.38-2.90)\ \mathrm{MJ/m^3}=2.48\ \mathrm{MJ/m^3}.$$

For stripes of $+z$ and $-z$ in any proportion, $\bar e$ is the same tensor. The energy is again 2.48 MJ/m³. Opposite domains have relieved nothing.

Compare equal amounts of $x$ and $z$ domains. Now $\bar e=\mathrm{diag}(m,a,m)$ with $m=(a+c)/2=0.202\%$, and

$$w=(1.39-0.68)\ \mathrm{MJ/m^3}=0.71\ \mathrm{MJ/m^3}.$$

This relief comes from mixing different strains. It requires walls on which the two domains fit, which are found below.

These energies are for frozen polarization. They are not small beside the depth $\alpha^2/(4\beta)=5.9$ MJ/m³ of the Landau minimum, so a clamped crystal would adjust $\mathbf P$. For a uniform clamped domain the elastic energy is itself quartic in $\mathbf P$, and with $Q_{44}=0.06$ m⁴/C² and $C_{44}=120$ GPa it changes the coefficients to $\beta^*=1.85\times10^9$ and $\gamma^*=2.74\times10^9$ J m⁵/C⁴. Since $\gamma^*<2\beta^*$, the clamped $+z$ state of this model is unstable to rotation: at magnitude $P_s$ the cost falls from 2.48 MJ/m³ along $z$ to about 1.05 MJ/m³ along $[111]$. Stripes that start as $+z$ and $-z$ can also lower their energy by rotating into domains that are no longer opposite. What survives is the comparison: a mixture of $\mathbf P$ and $-\mathbf P$ has the same elastic energy as a single domain of $\mathbf P$.

**Can uniform stress choose the sign?** Under stress $\sigma$ along $z$, add $-\sigma e_{zz}(\mathbf P)$ to $f$. The purely elastic term, quadratic in $\sigma$, is the same for all states in this model and is omitted. The coefficient of $P_z^2$ becomes $\alpha_z=\alpha-\sigma Q_{11}$, and that of $P_x^2$ and $P_y^2$ becomes $\alpha_x=\alpha-\sigma Q_{12}$. Along an axis with coefficient $\alpha_i$, the minimum is at $P^2=-\alpha_i/(2\beta)$, where the energy is

$$-\frac{\alpha_i^2}{2\beta}+\frac{\alpha_i^2}{4\beta}=-\frac{\alpha_i^2}{4\beta}.$$

For a compression $\sigma=-50$ MPa, $\alpha_z=-1.70\times10^8$ and $\alpha_x=-1.77\times10^8$ J m/C². Both $z$ states therefore lie above the four others by

$$\frac{\alpha_x^2-\alpha_z^2}{4\beta}=\frac{(1.77^2-1.70^2)\times10^{16}}{5.2\times10^9}\ \mathrm{J/m^3}=0.467\ \mathrm{MJ/m^3}.$$

The leading-order estimate $|\sigma|s=0.471$ MJ/m³ is close. The splitting between $+z$ and $-z$ is zero, since the added term contains only squares of $P_i$. The stress disfavours an axis and leaves its two signs equal.

An electric field does distinguish them. The term $-EP_z$ is odd in $P_z$, and to leading order it places $-z$ above $+z$ by $2P_sE$. At $E=10$ kV/cm, or $10^6$ V/m, this is $2\times0.2594\times10^6$ J/m³, or 0.519 MJ/m³.

## The correct general statement

*Let a centrosymmetric cubic parent of group $m\bar3m$ become tetragonal with polarization along a cube edge, and let each polarization have one equilibrium strain, with $s\ne0$. At zero field and zero stress, the symmetry-related uniform domains have six polarizations and three spontaneous strains. Opposite polarizations share the same strain.*

**Proof.** An operation $R$ of the parent group leaves the energy unchanged. It therefore turns an equilibrium state $(\mathbf P,e)$ into another one, $(R\mathbf P,ReR^{T})$. For inversion, $R=-I$, and

$$R\mathbf P=-\mathbf P,\qquad ReR^{T}=(-I)e(-I)=e .$$

The state with $-\mathbf P$ therefore has strain $e$. This argument does not use the electrostrictive formula, so terms of higher order in $P$ cannot spoil it.

To count the states, represent the parent operations by signed permutations of the axes: $3!\times2^3=48$ operations. Two operations $R$ and $R'$ produce the same state when $R^{-1}R'$ leaves the starting state unchanged. The 48 operations thus fall into equal sets, each as large as the number of operations that keep the starting state.

- To keep $+z$, an operation must fix $z$ with its sign. It may exchange $x$ and $y$ and choose their signs, giving $2\times4=8$ operations. There are $48/8=6$ polarizations.
- To keep $\mathrm{diag}(a,a,c)$ with $a\ne c$, an operation must fix the $z$ axis but may reverse it, giving 16 operations. There are $48/16=3$ strains. ∎

As a test of the count in the model, the energy $f+\tfrac12(e-e(\mathbf P)):C:(e-e(\mathbf P))$ was minimized jointly over polarization and strain from 60 random starts. It gave six polarizations and three strains.

The same halving occurs for other polar directions of this parent. Operation by operation, $\langle110\rangle$ gives 12 polarizations and 6 strains, and $\langle111\rangle$ gives 8 and 4.

**What can happen without a centre.** Consider a cubic parent of group $\bar43m$, which has no inversion. Its 24 operations are the signed permutations whose three signs multiply to $+1$. They preserve the product $xyz$, and likewise the sum

$$e_{yz}P_x+e_{zx}P_y+e_{xy}P_z .$$

This coupling may therefore appear in the energy. It gives a shear $e_{xy}$ proportional to $P_z$, with opposite signs for $+z$ and $-z$. The six polarizations then have six strains. Inversion reverses the sum, so $m\bar3m$ forbids it. Inversion is sufficient for the halving but not always necessary. In a parent of group $432$, which has no centre, the fourfold axis along $\mathbf P$ forces the strain $\mathrm{diag}(a,a,c)$, and a twofold rotation about $x$ reverses $P_z$ without changing it, so cube-edge polarization again gives six polarizations and three strains.

## Consequences for domain walls

Six states form 15 pairs. Three are opposite pairs, with no strain difference. The other 12 are 90-degree pairs. For $x$ and $z$,

$$e^{(z)}-e^{(x)}=s\,\mathrm{diag}(-1,0,1)=s(\mathbf b\otimes\mathbf n+\mathbf n\otimes\mathbf b),$$

with $\mathbf n=(1,0,1)/\sqrt2$ and $\mathbf b=(-1,0,1)/\sqrt2$. Displacements stay continuous across a plane of normal $\mathbf n$ if their gradient jumps by a tensor of the form $\mathbf d\otimes\mathbf n$. Here $\mathbf d=2s\mathbf b$ gives the required symmetric part. Its antisymmetric part is a rotation by $s$ radians to leading order; the finite-strain value is 0.539 degrees. Exchanging $\mathbf n$ and $\mathbf b$ gives the second fitting plane.

Electrostatics separates these two planes. The bound wall charge has magnitude $|\mathbf n\cdot\Delta\mathbf P|$. Between $+x$ and $+z$, $\Delta\mathbf P=P_s(-1,0,1)$, so the charge is zero for normal $(101)$ and $\sqrt2P_s=36.7$ μC/cm² for normal $(10\bar1)$.

If the wall normal is instead $x$, the domains do not fit. For equal stripes, each spontaneous strain differs from the mean by $\pm\tfrac12s\,\mathrm{diag}(-1,0,1)$. Continuity in the wall forces an elastic deviation $e_{zz}=\mp s/2$, with $e_{yy}=0$. The normal stress cannot jump, so $C_{11}e_{xx}+C_{12}e_{zz}=0$. Substituting $e_{xx}=-(C_{12}/C_{11})e_{zz}$ into the elastic energy gives

$$\frac12\left(C_{11}-\frac{C_{12}^2}{C_{11}}\right)e_{zz}^2=\frac{s^2}{8}\left(C_{11}-\frac{C_{12}^2}{C_{11}}\right)=1.38\ \mathrm{MJ/m^3}.$$

This is added to the mean-strain energy of 0.71 MJ/m³. A separate Fourier solution of elastic equilibrium for periodic stripes reproduced the 1.38 MJ/m³, and gave zero misfit energy for $(101)$ walls and for 180-degree stripes.

A sharp 180-degree wall fits elastically at every orientation, but it is uncharged only when its plane contains $\mathbf P$. A head-to-head wall perpendicular to $\mathbf P$ carries $2P_s=51.9$ μC/cm².

## Fields, gradients and the real material

The equality concerns spontaneous strain. In a field along $z$, each $z$ state changes its polarization, to first order in the field, by $\delta P=E/f''$. At $P_s$,

$$f''=2\alpha+12\beta P_s^2=2\alpha-6\alpha=-4\alpha .$$

The two strains along $z$ are $Q_{11}(\pm P_s+\delta P)^2$, and their difference is $4Q_{11}P_s\,\delta P=2d_{33}E$, where

$$d_{33}=\frac{2Q_{11}P_s}{-4\alpha}=74\ \mathrm{pm/V}.$$

At 10 kV/cm the strains separate by 0.0148%, which is 1.6% of $s$. This is the piezoelectric response of two oppositely poled domains.

The opposed state is still a local minimum at this field. Its stiffness against sideways rotation, $2\alpha+2\gamma P^2$, vanishes at $P^2=-\alpha/\gamma$, which the model reaches at 113 kV/cm. This lies above the rough bulk breakdown field of 50 kV/cm used below, so a bulk sample would not be expected to reach it; thin films can withstand much higher fields. The 113 kV/cm is a limit for uniform rotation, not a prediction of the coercive field: real crystals can switch at much lower fields by nucleation and wall motion.

A strain gradient is the mechanical exception. It changes sign under inversion, as $\mathbf P$ does, so a coupling linear in both is allowed and acts like a field. With a rough flexocoupling of 3 V and a strain falling by 0.5% over 50 nm, the equivalent field is

$$3\ \mathrm V\times\frac{0.005}{50\ \mathrm{nm}}=3.0\ \mathrm{kV/cm}.$$

A strain gradient can therefore favour one sign of polarization where uniform stress cannot. This gradient, $10^5$ m⁻¹, corresponds to a bending radius of 10 μm and belongs to sharp indenters and very thin films; with the same coupling, a 1 mm plate bent to $\pm0.1\%$ surface strain gives only 6 V/m.

For barium titanate the parameters are rough, and the quartic energy describes only the neighbourhood of the tetragonal state, not the real first-order transition. The chosen temperature, 298 K, lies within a rough tetragonal range of 280–390 K. With a rough pyroelectric loss of 0.02 μC/cm² per kelvin, warming by 10 K lowers $s$ by 1.5%, equally for both signs. The applied field is one fifth of a rough bulk breakdown field of 50 kV/cm. At an unscreened head-to-head wall there is no free charge, so the normal electric displacement is continuous; by symmetry it is opposite on the two sides, and so it is zero. In a linear estimate with $f''=-4\alpha$, the field opposing $\mathbf P$ on each side is then $P_s/(\epsilon_0+1/f'')$, about 1800 kV/cm, far outside that estimate's validity; such a wall needs compensating charge or must change its form. A device operated in an applied field breaks the assumption of zero field: at 10 kV/cm along the polar axis, the paired strains along that axis separate by the 1.6% of $s$ found above, provided the opposed domain has not switched. In real barium titanate it can switch well below this field, and where it has switched there is no longer an opposed domain to compare. The numerical output below lists the values used.

## Computed values

```
alpha = -1.750e+08 J m/C2
beta, gamma = 1.30e+09, 3.00e+09 J m5/C4
Q11, Q12, Q44 = 0.10, -0.04, 0.06 m4/C2
C11, C12, C44 = 180, 100, 120 GPa
field = 10 kV/cm; stress = -50 MPa
orders: parent 48, keeps P 8, keeps e 16
<100>: polarizations 6, strains 3
<110>: polarizations 12, strains 6
<111>: polarizations 8, strains 4
linear e-P invariants: m-3m 0, -43m 1
-43m parent: polarizations 6, strains 6
60 random starts: 6 P, 3 strains
Ps = 25.94 uC/cm2
susceptibility along P, across P = 161, 2097
strain along P = 0.673 %
strain across P = -0.269 %
tetragonal strain s = 0.942 %
c/a - 1 = 0.945 %
pairs: 180-degree 3, 90-degree 12
lattice rotation across 90-degree wall = 0.539 degrees
+x/+z wall charge, normal (101) = 0.00 uC/cm2
+x/+z wall charge, normal (10-1) = 36.69 uC/cm2
head-to-head 180-degree wall charge = 51.89 uC/cm2
misfit energy, 180-degree stripes = 0.000 MJ/m3
misfit energy, x/z with (101) walls = 0.000 MJ/m3
misfit energy, x/z with (100) walls = 1.381 MJ/m3
clamped single domain = 2.483 MJ/m3
clamped 180-degree stripes = 2.483 MJ/m3
clamped x/z (101) laminate = 0.707 MJ/m3
stress: z states above x,y by 0.467 MJ/m3
stress estimate |sigma|s = 0.471 MJ/m3
stress: +z to -z splitting = 0.000 MJ/m3
field: -z above +z by 0.519 MJ/m3
d33 = 74.1 pm/V
e33 in field: +z 0.6804 %, -z 0.6656 %
strain separation in field = 0.0148 %
separation / s = 1.57 %
sideways stability limit = 113 kV/cm
longitudinal stability limit = 350 kV/cm
rough breakdown field = 50 kV/cm
field / breakdown = 0.20
unscreened head-to-head field, linear estimate = 1805 kV/cm
finite-strain correction, c/a-1 against s = 0.27 %
use temperature = 298 K; rough range 280-390 K
rough pyroelectric loss = 0.020 uC/cm2 per K
change of s on 10 K warming = -1.54 %
rough thermal expansion over 10 K = 0.010 %
rough flexocoupling = 3 V; strain drop 0.5 % over 50 nm
flexoelectric field = 3.0 kV/cm
```
